# Decomposing the $N$-electron space under orbital and spin rotations, part 2

The problem is to decompose the $N$-electron space $\mathcal H_N$ under orbital rotations $U(n)$ and spin rotations $SU(2)$. The $n$ orbitals are orthonormal and the same for both spins $\sigma\in\{\alpha,\beta\}$, with creators $a^\dagger_{i\sigma}$. Spin is in units of $\hbar$, energy in hartree. Define

$$E_{ij}=\sum_\sigma a^\dagger_{i\sigma}a_{j\sigma},\qquad F_{\sigma\tau}=\sum_i a^\dagger_{i\sigma}a_{i\tau},\qquad \hat N=\sum_iE_{ii}.$$

Then $E_{ij}^\dagger=E_{ji}$, $S_+=F_{\alpha\beta}$, $S_-=F_{\beta\alpha}$, $S_z=\tfrac12(F_{\alpha\alpha}-F_{\beta\beta})$, and

$$[E_{ij},E_{kl}]=\delta_{jk}E_{il}-\delta_{il}E_{kj}.\tag{3}$$

$$[E_{ij},F_{\sigma\tau}]=\sum_{\rho,k}\left(\delta_{jk}\delta_{\rho\sigma}\,a^\dagger_{i\rho}a_{k\tau}-\delta_{ik}\delta_{\rho\tau}\,a^\dagger_{k\sigma}a_{j\rho}\right)=a^\dagger_{i\sigma}a_{j\tau}-a^\dagger_{i\sigma}a_{j\tau}=0 .\tag{4}$$

For a vector $v$ with quantum numbers $S,M$,

$$\|S_\pm v\|^2=\left[S(S+1)-M(M\pm1)\right]\|v\|^2=(S\mp M)(S\pm M+1)\|v\|^2 .\tag{5}$$

For anti-Hermitian $\kappa$, $W=e^{\hat\kappa}$ with $\hat\kappa=\sum_{ij}\kappa_{ij}E_{ij}$ obeys

$$W a^\dagger_{k\sigma}W^\dagger=\sum_i a^\dagger_{i\sigma}U_{ik},\qquad U=e^{\kappa}.\tag{6}$$

A weight lists the eigenvalues of the $E_{kk}$. A highest-weight vector is a nonzero weight vector with

$$E_{ij}v=0\quad\text{for all }i<j\tag{7}$$

Its weight is $\lambda=(2^a1^b0^c)$: $a$ twos, $b$ ones, $c$ zeros. With $C=\sum_{ij}E_{ij}E_{ji}$, of value $C_\lambda$ on it,

$$S^2=-\tfrac12C+\tfrac12(n+2)\hat N-\tfrac14\hat N^2 .\tag{8}$$

$$C_\lambda=2a(n+2-a)+b(n+1-2a-b).\tag{9}$$

**Theorem.** $S$ occurs if and only if $2S\equiv N\pmod 2$ and $0\le2S\le\min(N,2n-N)$. With $a=\tfrac N2-S$, $b=2S$, $c=n-a-b$,

$$\mathcal H_N=\bigoplus_S V_{\lambda(S)}\otimes D^S ,\tag{1}$$

each term once. $D^S$ is the spin multiplet; $V_\lambda$ is the irreducible representation of highest weight $\lambda$. The common eigenspace $\mathcal H_{N,S,M}$ of $\hat N,S^2,S_z$ is one copy of $V_{\lambda(S)}$, with configuration state functions (CSFs) as basis. In bases linked by normalized $S_-$, $E_{ij}$ has matrices $\Gamma^S(ij)$ independent of $M$. The highest-weight vector at $M=S$ is

$$\Phi_S=\prod_{i=1}^{a+b}a^\dagger_{i\alpha}\prod_{i=1}^{a}a^\dagger_{i\beta}\,|0\rangle .$$

There are $\sum_S(2S+1)$ independent highest-weight vectors. The commutant, the operators commuting with all $E_{ij}$, has dimension $\sum_S(2S+1)^2$. Let $n_i=E_{ii}$ and let $\mathbf s_i$ be the spin of orbital $i$. For two singly occupied orbitals $i\ne j$, the open-pair identity is

$$E_{ji}E_{ij}=\tfrac12-2\,\mathbf s_i\cdot\mathbf s_j .$$

## 7. Character and dimension

Let $\mathcal H_{N,M}$ be spanned by the determinants with $p=N/2+M$ electrons of spin $\alpha$ and $q=N/2-M$ of spin $\beta$. For $M\ge0$ it is the sum of the $\mathcal H_{N,S',M}$ with $S'\ge M$, each a copy of $V_{\lambda(S')}$. The spaces $\mathcal H_{N,S}$ and $\mathcal H_{N,S+1}$, taken at $M=S$ and $M=S+1$, therefore differ by exactly one copy of $V_{\lambda(S)}$. To find the trace of $W$ on $\mathcal H_{N,M}$, build the determinants from the eigenvectors of $U$, with eigenvalues $x_k=e^{i\theta_k}$. These determinants span the same space, and by (6) each is an eigenvector of $W$ with eigenvalue the product of the $x_k$ of its occupied spin orbitals. The sum over all choices of $p$ orbitals for $\alpha$ and $q$ for $\beta$ is $e_p(x)e_q(x)$, where $e_p$ is the sum of all products of $p$ distinct $x_k$, with $e_0=1$ and $e_p=0$ outside $0\le p\le n$. At $M=S$ the pair $(p,q)$ is $(a+b,a)$, so

$$\chi_\lambda(U)=e_{a+b}\,e_a-e_{a+b+1}\,e_{a-1}.\tag{11}$$

At $U=1$, $e_p=\binom np$. With $p=a+b$, write each binomial through one of order $n+1$:

$$\binom np=\frac{p+1}{n+1}\binom{n+1}{p+1},\quad\binom n{p+1}=\frac{n-p}{n+1}\binom{n+1}{p+1},\quad\binom na=\frac{n+1-a}{n+1}\binom{n+1}a,\quad\binom n{a-1}=\frac a{n+1}\binom{n+1}a .$$

The common factor is $\binom{n+1}{a}\binom{n+1}{p+1}/(n+1)^2$, and it multiplies

$$(p+1)(n+1-a)-(n-p)a=(p+1)(n+1)-a(p+1+n-p)=(n+1)(p+1-a)=(n+1)(b+1).$$

Since $(n+1)-(p+1)=c$, we have $\binom{n+1}{p+1}=\binom{n+1}{c}$, and the result is the Weyl–Paldus dimension formula

$$\dim V_\lambda=\frac{b+1}{n+1}\binom{n+1}{a}\binom{n+1}{c}.\tag{12}$$

The limits are as expected. For $S=N/2$, $a=0$ and the diagram is a single column; (12) gives $\frac{N+1}{n+1}\binom{n+1}{N+1}=\binom nN$, the number of all-$\alpha$ determinants. For $N=2$ the singlet has $(a,b,c)=(1,0,n-1)$ and dimension $\binom{n+1}2=n(n+1)/2$, the symmetric orbital pairs, while the triplet has $\binom n2$, the antisymmetric ones. For $N=2n$, $(a,b,c)=(n,0,0)$ and the dimension is 1. The formula is symmetric under $a\leftrightarrow c$, which is the exchange $N\leftrightarrow2n-N$ of particles and holes. The general Weyl formulas for the character, $\det(x_i^{\lambda_j+n-j})/\det(x_i^{n-j})$, and for the dimension, $\prod_{i<j}(\lambda_i-\lambda_j+j-i)/(j-i)$, play no part in the proof; they serve only as independent comparisons in the program.

## 8. CSFs, step numbers and the chain of subgroups

A CSF is a common eigenvector of all $E_{kk}$, $S^2$ and $S_z$. These operators commute, so $\mathcal H_{N,S,M}$ has an orthonormal basis of CSFs, and by Section 6 such a basis is a weight basis of $V_{\lambda(S)}$. The number of CSFs in a configuration with $k$ open shells follows from the subtraction used in Section 7, now within one weight space, which the spin operators preserve. There are $\binom k{k/2-M}$ determinants at projection $M$, counted by the choice of the $\beta$ spins, so

$$f(k,S)=\binom k{k/2-S}-\binom k{k/2-S-1},\tag{13}$$

and $f=0$ for $k<2S$. This is the multiplicity of the weight in $V_{\lambda(S)}$. Where $f>1$ the quantum numbers above do not single out a basis, and the chain $U(n)\supset U(n-1)\supset\dots\supset U(1)$ supplies the missing labels.

Add the orbitals one at a time. Let $|S,M\rangle$ be a multiplet with standard phases (positive coefficients in $S_\pm$) built on orbitals $1,\dots,k-1$. Orbital $k$ may be left empty, filled by $a^\dagger_{k\alpha}a^\dagger_{k\beta}$, which commutes with $S_\pm$ and $S_z$ and keeps the spin, or singly occupied. In the last case the total spin is $\mathbf S'+\mathbf s_k$, where $\mathbf S'$ is bilinear in the operators of the lower orbitals and commutes with $a^\dagger_{k\sigma}$. At total projection $M$ take the orthonormal pair $u=a^\dagger_{k\alpha}|S,M-\tfrac12\rangle$ and $w=a^\dagger_{k\beta}|S,M+\tfrac12\rangle$, and set $J=S+\tfrac12$. In $S^2=S'^2+\tfrac34+2S'_zs_z+S'_+s_-+S'_-s_+$ the term $2S'_zs_z$ gives $M-\tfrac12$ on $u$ and $-M-\tfrac12$ on $w$. The term $S'_+s_-$ takes $u$ to $r\,w$ with $r^2=S(S+1)-(M-\tfrac12)(M+\tfrac12)=J^2-M^2$ by (5). So

$$S^2=S(S+1)+\tfrac14+\begin{pmatrix}M&r\\ r&-M\end{pmatrix}.$$

The matrix squares to $J^2$ and has zero trace, so its eigenvalues are $\pm J$. They give $S^2=(S+\tfrac12)(S+\tfrac32)$ and $S^2=(S-\tfrac12)(S+\tfrac12)$. With $P_M=\sqrt{(J+M)/2J}$ and $Q_M=\sqrt{(J-M)/2J}$ the eigenvectors are

$$|S+\tfrac12,M\rangle=P_M\,u+Q_M\,w,\qquad|S-\tfrac12,M\rangle=-Q_M\,u+P_M\,w .\tag{14}$$

The first is confirmed by its upper row, $M\sqrt{J+M}+r\sqrt{J-M}=\sqrt{J+M}\,(M+J-M)=J\sqrt{J+M}$, and the second is orthogonal to it. The phases are standard. The operator $S_+$ takes $u$ to $r\,a^\dagger_{k\alpha}|S,M+\tfrac12\rangle$, and its part $s_+$ takes $w$ to the same vector with coefficient 1. For the upper state the coefficient of this vector is $P_Mr+Q_M=\sqrt{J-M}\,(J+M+1)/\sqrt{2J}=\sqrt{(J-M)(J+M+1)}\;P_{M+1}$. For the lower state it is $-Q_Mr+P_M=-\sqrt{J+M}\,(J-M-1)/\sqrt{2J}=\sqrt{(J-1-M)(J+M)}\,(-Q_{M+1})$. The square roots are the positive coefficients of (5) for spins $J$ and $J-1$. In integer variables $b=2S$ and $m=2M$, $P^2=(b+m+1)/(2b+2)$ and $Q^2=(b-m+1)/(2b+2)$. When $u$ or $w$ does not exist its coefficient in the upper state vanishes and the lower state is absent.

After orbital $k$ the state has labels $N_k$, $b_k=2S_k$, $a_k=(N_k-b_k)/2$ and $c_k=k-a_k-b_k$. The four possibilities, numbered by the step number $d_k$, change them as follows.

| $d_k$ | occupation | $\Delta S$ | $\Delta(a,b,c)$ |
|---|---|---|---|
| 0 | 0 | $0$ | $(0,0,1)$ |
| 1 | 1 | $+1/2$ | $(0,1,0)$ |
| 2 | 1 | $-1/2$ | $(1,-1,1)$ |
| 3 | 2 | $0$ | $(1,0,0)$ |

For $d=2$, as an instance, $\Delta N=1$ and $\Delta b=-1$ give $\Delta a=1$ and $\Delta c=1-1+1=1$. A walk is a list $(d_1,\dots,d_n)$ that starts at $(0,0,0)$ and keeps $b_k\ge0$. The Fock space of $k$ orbitals is spanned by the four occupations of orbital $k$ on an orthonormal basis for $k-1$ orbitals, and (14) is an orthogonal change of basis within it. By induction the walks, with $M$, label an orthonormal basis of the whole Fock space. Those that end at $(a,b,c)$ form a basis of $\mathcal H_{N,S,M}$, related for different $M$ exactly as in Section 6. The determinant $\Phi_S$ is, up to sign, the walk of $a$ steps 3, then $b$ steps 1, then $c$ steps 0.

Sorting the walks by their last step decomposes $V_{(a,b,c)}$ under $U(n-1)$, generated by the $E_{ij}$ with $i,j<n$. These commute with $a^\dagger_{n\sigma}$ and have the same matrix on the two parent projections in (14), so each last step contributes one copy of the parent representation:

$$V_{(a,b,c)}\to V_{(a,b,c-1)}\oplus V_{(a,b-1,c)}\oplus V_{(a-1,b+1,c-1)}\oplus V_{(a-1,b,c)},\tag{15}$$

with any term that has a negative label omitted. The theorem applied to $n-1$ orbitals makes each term irreducible, and the four highest weights differ, so no representation is repeated. A basis adapted to the whole chain is then unique up to the phase of each vector. It is the Gelfand–Tsetlin basis, and the CSFs built by (14) are that basis. Taking dimensions in (15) gives the recursion for the number $D$ of walks, $D(a,b,c)=D(a,b,c-1)+D(a,b-1,c)+D(a-1,b+1,c-1)+D(a-1,b,c)$ with $D(0,0,0)=1$, which is what an indexing scheme for CSFs uses. The partial Casimir $C_k=\sum_{i,j\le k}E_{ij}E_{ji}$ commutes with the creators of orbitals above $k$, so every CSF built by (14) is an eigenvector of it, with eigenvalue (9) evaluated at $n\to k$, $a_k$, $b_k$. The phases here come from placing each new creator on the left, from the order $a^\dagger_{k\alpha}a^\dagger_{k\beta}$ in step 3, and from the signs in (14). Another convention multiplies CSFs by signs and changes the signs of off-diagonal elements of $\Gamma^S$, but no eigenvalue.

## 9. The Hamiltonian, and where the structure fails

For a spin-free Hamiltonian with one-electron integrals $h_{pq}$ and two-electron integrals $(pq|rs)$ over spatial orbitals, the two-electron operator is $\tfrac12\sum(pq|rs)\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}$. From $a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{r\tau}a_{s\tau}=\delta_{qr}\delta_{\sigma\tau}a^\dagger_{p\sigma}a_{s\sigma}-a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{q\sigma}a_{s\tau}$ and one exchange of the annihilators, the spin sum equals $E_{pq}E_{rs}-\delta_{qr}E_{ps}$. Thus

$$H=E_{\rm nuc}+\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\left(E_{pq}E_{rs}-\delta_{qr}E_{ps}\right).\tag{16}$$

$H$ is a polynomial in the generators. In the CSF basis it has no elements between different $(S,M)$, and its block for given $S$ is obtained by replacing $E_{ij}$ with $\Gamma^S(ij)$, the same for all $M$. One block of dimension (12) gives every level of spin $S$, and each eigenvector of the block gives $2S+1$ degenerate states in $\mathcal H_N$, one for each $M$. The degeneracy of a level can be higher. Spatial symmetry can repeat an eigenvalue within the block, and blocks of different $S$ can share an eigenvalue, as the singlet and triplet of two open shells do when the Hamiltonian couples the configuration to no other and the exchange integral of the pair vanishes. Once the CSF basis is fixed, for instance by (14), the matrices $\Gamma^S$ depend on $(a,b,c)$ only and contain nothing about the molecule.

Irreducibility has a practical converse. No proper subset of the CSFs of given $N,S,M$ spans a space invariant under all orbital rotations. A truncated or selected expansion can be invariant under a subgroup at most, and its energies depend in general on the orbitals. Such an expansion has pure spin if it is chosen in CSFs of one $S$. A selection of whole configurations in the determinant basis is also closed under $S^2$, because the spin operators preserve weights; a selection of individual determinants in general is not. In a complete active space the theorem applies with $n$ and $N$ the active numbers, since a doubly occupied core commutes with the spin operators and with the active generators.

The decomposition (1) is a property of the space and holds whatever the Hamiltonian. The block structure, with equal blocks for all $M$, needs a Hamiltonian that commutes with $S_\pm$ and $S_z$, as (16) does by (4). A scalar coupling of orbital spins satisfies this: by Section 4, $2\,\mathbf s_i\cdot\mathbf s_j=n_j-\tfrac12n_in_j-E_{ji}E_{ij}$ for $i\ne j$, a polynomial in the generators. A term that couples the electron spin to particular orbitals or pairs of orbitals and is not invariant under rotation of the electron spins, as in spin–orbit or hyperfine coupling, does not commute with all of $S_\pm$ and $S_z$, so it is not a polynomial in the $E_{ij}$, and in general it connects different $S$. The simplest case is $s_{1z}$, the spin projection of orbital 1. Its eigenvalues are $0$ and $\pm\tfrac12$, so the norm of any block of it is at most $\tfrac12$. In a configuration with two open shells, one of them orbital 1, it takes the singlet $(\alpha\beta-\beta\alpha)/\sqrt2$ to $\tfrac12(\alpha\beta+\beta\alpha)/\sqrt2$, one half of the $M=0$ triplet. The norm of its singlet–triplet block at $M=0$ is therefore exactly $\tfrac12$ when such a configuration exists. A uniform magnetic field coupled to $S_z$ alone keeps the blocks and shifts each by a term proportional to $M$.

Two assumptions on the orbitals were used. Orthonormality gave the anticommutators and $E_{ij}^\dagger=E_{ji}$, on which Section 3 rests. A common spatial set for both spins made $F_{\alpha\beta}$ the physical $S_+$. With different orbitals for different spins the commutators (3) and (4) and the decomposition (1) still hold formally, but $F_{\alpha\beta}$ is no longer the spin-raising operator and the label $S$ loses its physical meaning. The integrals then depend on the spin label, so in general the Hamiltonian no longer has the form (16) and does not commute with $F_{\alpha\beta}$.

## 10. Worked example: linear H$_4$

Four hydrogen atoms lie on a line with spacing 1.8 bohr. The level of theory is full configuration interaction in the STO-3G basis, with restricted Hartree–Fock (RHF) orbitals numbered by increasing energy, so $n=N=4$ and $\dim\mathcal H_N=\binom84=70$. The range is $2S\le\min(4,4)$ with $2S$ even, which allows $S=0,1,2$.

| $S$ | $(a,b,c)$ | $\lambda$ | columns | $C$ | CSFs |
|---|---|---|---|---|---|
| 0 | $(2,0,2)$ | $(2,2,0,0)$ | $(2,2)$ | 16 | 20 |
| 1 | $(1,2,1)$ | $(2,1,1,0)$ | $(3,1)$ | 12 | 15 |
| 2 | $(0,4,0)$ | $(1,1,1,1)$ | $(4,0)$ | 4 | 1 |

Formula (9) gives $C=2\cdot2\cdot(6-2)=16$, $C=2\cdot1\cdot(6-1)+2\cdot(5-2-2)=12$ and $C=4\cdot(5-4)=4$. In (8) the terms in $N$ are $\tfrac12\cdot6\cdot4-\tfrac14\cdot16=8$, so $S^2=8-C/2$ is $0$, $2$ and $6$, in agreement with the values computed on the numerically found highest-weight vectors. The determinant counts at $M=0,1,2$ are 36, 16 and 1, and subtraction gives $36-16=20$, $16-1=15$ and $1$. Formula (12) gives $\tfrac15\cdot10\cdot10=20$, $\tfrac35\cdot5\cdot5=15$ and $\tfrac55\cdot1\cdot1=1$. The states add up as $20+45+5=70$. There are $1+3+5=9$ independent highest-weight vectors, and the commutant has dimension $1+9+25=35$.

By configuration, there are 6 with no open shell, 12 with two and 1 with four. Formula (13) gives $f(0,0)=1$, $f(2,0)=2-1=1$ and $f(4,0)=6-4=2$ for the singlets, so $6\cdot1+12\cdot1+1\cdot2=20$. For the triplets $f(2,1)=1$ and $f(4,1)=4-1=3$, so $12\cdot1+1\cdot3=15$. The quintet has $f(4,2)=1$.

For a rotation with eigenphases $0.4,\ 1.5,\ 2.6,\ 3.7$ rad the traces on the three blocks are $-0.203813+0.565327i$, $-0.472311+1.310073i$ and $-0.339155+0.940731i$. For the quintet (11) reduces to $e_4=\det U=e^{8.2i}$, the phase being the sum of the four eigenphases. The other two traces are real multiples of this one, with ratios $0.203813/0.339155=0.601$ and $0.472311/0.339155=1.393$. This holds for every $U$, whatever the phases, and the reason is that $N=n$ makes $a=c$. Since $|x_k|=1$, the conjugate of a product of $p$ of the $x_k$ is the product of the other $n-p$ divided by $\det U$, so $\overline{e_p}=e_{n-p}/\det U$. With $n-(a+b)=c=a$ and $n-a=a+b$, conjugating (11) gives $\overline{\chi_\lambda}=(e_ae_{a+b}-e_{a-1}e_{a+b+1})/(\det U)^2=\chi_\lambda/(\det U)^2$. Hence $\chi_\lambda/\det U$ equals its own conjugate and is real. This is the particle–hole symmetry $a\leftrightarrow c$ of Section 7 at half filling.

The nuclear repulsion is $3/1.8+2/3.6+1/5.4=2.407407$ hartree. The lowest eigenvalues of the blocks of dimension 20, 15 and 1 are $-2.175411$, $-1.917670$ and $-1.107391$ hartree. The singlet highest-weight vector is the determinant with orbitals 1 and 2 doubly occupied, which is the RHF determinant, and its energy is the RHF energy $-2.113429$ hartree. The correlation energy in this basis is $-2.175411-(-2.113429)=-0.061982$ hartree, and the RHF determinant has weight 0.9455 in the ground state. The triplet highest-weight determinant has energy $-1.856798$ hartree, which is $0.060872$ hartree above the lowest triplet, and weight 0.9392 in it; its orbitals were optimized for the singlet and not for the triplet. Being of highest weight confers no energetic privilege by itself, since condition (7) refers to the choice and numbering of the orbitals and not to the Hamiltonian; here the RHF orbitals, numbered by energy, make the highest-weight vector the determinant that fills the lowest orbitals. For the quintet the block has one element, so the single determinant is an exact eigenstate with weight 1, and an orbital rotation only multiplies it by $\det U$. The singlet–triplet gap at this fixed geometry is

$$-1.917670-(-2.175411)=0.257741\ \text{hartree}=7.01\ \text{eV}.$$

The six decimals describe the finite-basis model and serve for comparing implementations. They are no measure of accuracy for the real molecule, which a minimal basis describes only roughly. The singlet–triplet block of $s_{1z}$ at $M=0$ has norm 0.5, the value derived in Section 9.

For $n=N=6$ the CSF counts are 175, 189, 35 and 1. They sum to the 400 determinants at $M=0$, and $175+3\cdot189+5\cdot35+7\cdot1=924$. For $n=N=10$ they are 19404, 29700, 12375, 1925, 99 and 1, which sum to 63504. The fraction of the $M=0$ determinant space that is singlet follows from (11) at $U=1$ with $b=0$, using $\binom n{a+1}/\binom na=(n-a)/(a+1)$ and $\binom n{a-1}/\binom na=a/(n-a+1)$:

$$1-\frac{(n-a)\,a}{(a+1)(n-a+1)}=\frac{n+1}{(a+1)(n-a+1)} .$$

This is $5/9=20/36$, $7/16=175/400$ and $11/36=19404/63504$ in the three cases. The triplet block is smaller than the singlet block for $n=4$ and larger for $n=6$ and $10$. For $N=n=2a_0$, formula (12) reads $\frac{2S+1}{n+1}\binom{n+1}{a_0-S}^2$, and $\binom{n+1}{a_0-1}/\binom{n+1}{a_0}=a_0/(a_0+2)$, so the ratio of triplets to singlets is $3a_0^2/(a_0+2)^2$. It equals $3/4=15/20$ at $a_0=2$ and $27/25=189/175$ at $a_0=3$.

The numerical check builds all operators as explicit matrices for $n\le5$ and every $N$. It asserts (8), the open-pair identity, the counts and weights of highest-weight vectors, (11) and (13), the orthonormality and Casimir eigenvalues of the CSFs and the independence of $M$ of the matrices of $E_{i,i+1}$; it asserts (3) and the commutant dimension for $n\le4$, (6) for $n=3$, (12) against the walk count and the Weyl dimension formula for $n\le12$, and the agreement within $10^{-9}$ hartree of the H$_4$ block spectra with PySCF determinant matrices at $M=0$ and $M=1$.

## Computed values

```
n = 4, N = 4: dim H_N = 70
U(n) highest-weight vectors = 9; commutant dimension = 35
eigenphases theta of test rotation (rad): [0.4, 1.5, 2.6, 3.7]
S = 0: (a,b,c) = (2, 0, 2), lambda = [2, 2, 0, 0], columns = (2,2)
  C = 16.000000, S^2 = 0.000000 hbar^2
  determinants at M=S: 36, CSFs: 20, states (2S+1)*dim: 20
  0 open shells: 6 configurations x 1 CSFs
  2 open shells: 12 configurations x 1 CSFs
  4 open shells: 1 configurations x 2 CSFs
  character = -0.203813 +0.565327 i
S = 1: (a,b,c) = (1, 2, 1), lambda = [2, 1, 1, 0], columns = (3,1)
  C = 12.000000, S^2 = 2.000000 hbar^2
  determinants at M=S: 16, CSFs: 15, states (2S+1)*dim: 45
  0 open shells: 6 configurations x 0 CSFs
  2 open shells: 12 configurations x 1 CSFs
  4 open shells: 1 configurations x 3 CSFs
  character = -0.472311 +1.310073 i
S = 2: (a,b,c) = (0, 4, 0), lambda = [1, 1, 1, 1], columns = (4,0)
  C = 4.000000, S^2 = 6.000000 hbar^2
  determinants at M=S: 1, CSFs: 1, states (2S+1)*dim: 5
  0 open shells: 6 configurations x 0 CSFs
  2 open shells: 12 configurations x 0 CSFs
  4 open shells: 1 configurations x 1 CSFs
  character = -0.339155 +0.940731 i
n = N = 6: dim H_N = 924, M=0 determinants = 400
  CSF counts for S = 0,1,...: [175, 189, 35, 1]
n = N = 10: dim H_N = 184756, M=0 determinants = 63504
  CSF counts for S = 0,1,...: [19404, 29700, 12375, 1925, 99, 1]
H4 linear, spacing = 1.8 bohr, STO-3G; E_nuc = 2.40740741 hartree
RHF energy = -2.11342892 hartree
S = 0: lowest energy = -2.17541114 hartree
  highest-weight determinant: energy = -2.11342892 hartree, weight = 0.945539
S = 1: lowest energy = -1.91767002 hartree
  highest-weight determinant: energy = -1.85679830 hartree, weight = 0.939166
S = 2: lowest energy = -1.10739103 hartree
  highest-weight determinant: energy = -1.10739103 hartree, weight = 1.000000
correlation energy = -0.06198223 hartree
singlet-triplet gap = 0.25774112 hartree = 7.0135 eV
spectral norm of singlet-triplet block of s_z on orbital 1 = 0.500000 hbar
```
